# The cubic crystal field referred to a threefold axis, part 2

An ion at a site of symmetry \(O\), \(T_d\) or \(O_h\) has a crystal field acting within one manifold of fixed \(J\). Energies are in meV and \(\hbar=1\). With \(z\) and \(x\) along cube axes,
\[ H=B_4\,(O_4^0+5\,O_4^4)+B_6\,(O_6^0-21\,O_6^4). \tag{1} \]
The aim is to prove that, with \(z'\) along a body diagonal and \(x'\) in a plane containing \(z'\) and a cube axis,
\[ H=-\tfrac23B_4\big[O_4^0-\sigma\,20\sqrt2\,O_4^3\big] +\tfrac{16}{9}B_6\big[O_6^0+\sigma\tfrac{35\sqrt2}{4}O_6^3+\tfrac{77}{8}O_6^6\big], \tag{2} \]
where the \(O_k^q\) are built from \(\mathbf J'\), and \(\sigma=\pm1\) if a cube half-axis with \(z'>0\) projects on \(\pm x'\). \(B_k^q\) denotes the coefficient of \(O_k^q\).

Let \(w=x+iy\). The harmonic polynomials are
\[ p_{40}=35z^4-30z^2r^2+3r^4,\qquad p_{43}=z\,\mathrm{Re}\,w^3,\qquad p_{44}=\mathrm{Re}\,w^4, \]
\[ p_{60}=231z^6-315z^4r^2+105z^2r^4-5r^6,\qquad p_{63}=(11z^3-3zr^2)\,\mathrm{Re}\,w^3, \]
\[ p_{64}=(11z^2-r^2)\,\mathrm{Re}\,w^4,\qquad p_{66}=\mathrm{Re}\,w^6 . \]
For \(p_{k,-q}\), \(\mathrm{Im}\) replaces \(\mathrm{Re}\). \(\mathrm{Sym}_{\mathbf J}\) averages all orderings of the \(J_i\) put for \(x,y,z\), and \(O_k^q=\mathrm{Sym}_{\mathbf J}[p_{kq}]\). If the rows of \(R\) are the new axes and \(\mathbf J'=R\mathbf J\),
\[ \mathrm{Sym}_{\mathbf J}[\,p(R\mathbf r)\,]=\mathrm{Sym}_{\mathbf J'}[\,p\,]. \tag{5} \]
With \(X=J(J+1)\) and \(m\) the eigenvalue of \(J_z\),
\[ O_4^0=35J_z^4+(25-30X)J_z^2+3X^2-6X, \]
\[ O_6^0=231J_z^6+(735-315X)J_z^4+(105X^2-525X+294)J_z^2-5X^3+40X^2-60X , \]
\[ \langle m+q|O_k^q|m\rangle=\tfrac12\,\langle m+q|J_+^q|m\rangle\;G_{kq}(m+q/2), \tag{7} \]
where \(G_{44}=G_{66}=1\), \(G_{43}=\nu\), \(G_{64}=11\nu^2+6-X\), \(G_{63}=11\nu^3+(\tfrac{61}4-3X)\nu\), and \(\nu=m+q/2\).

Up to a factor, the only cubic harmonic polynomials of degrees 4 and 6 are \(K_4=p_{40}+5p_{44}\) and \(K_6=p_{60}-21p_{64}\). With \(S_4=x^4+y^4+z^4\),
\[ K_4=20S_4-12r^4,\qquad K_6=1848\,x^2y^2z^2+84\,r^2S_4-68\,r^6. \tag{8} \]
The frame has \(\hat z'=(1,1,1)/\sqrt3\), \(\hat x'=\sigma(-1,-1,2)/\sqrt6\) and \(\hat y'=\sigma(1,-1,0)/\sqrt2\). With \(p'_{kq}=p_{kq}(\mathbf r')\), symmetry leaves
\[ K_4=a\,p'_{40}+b\,p'_{43},\qquad K_6=c\,p'_{60}+d\,p'_{63}+e\,p'_{66}. \]
Evaluation at unit vectors along \(z'\) and \(y'\) gave \(a=-\tfrac23\), \(c=\tfrac{16}9\), \(e=\tfrac{154}9\). A third unit vector, along \([001]\), where \(K_4=8\) and \(K_6=16\), gives \(b\) and \(d\).

**The cube axis \([001]\).** With \(z'^2=\tfrac13\) and \(w'=\sigma\sqrt{2/3}\), one has \(z'w'^3=\sigma\,\tfrac1{\sqrt3}\cdot\tfrac23\sqrt{\tfrac23}=\sigma\tfrac{2\sqrt2}9\), and
\[ p'_{40}=\tfrac{35}9-10+3=-\tfrac{28}9,\qquad p'_{43}=\sigma\tfrac{2\sqrt2}9,\qquad p'_{60}=\tfrac{77}9-35+35-5=\tfrac{32}9, \]
\[ p'_{63}=\big(\tfrac{11}3-3\big)\sigma\tfrac{2\sqrt2}9=\sigma\tfrac{4\sqrt2}{27},\qquad p'_{66}=\big(\tfrac23\big)^3=\tfrac8{27}. \]
The condition \(K_4=8\) reads \(8=\tfrac{56}{27}+b\,\sigma\tfrac{2\sqrt2}9\), so
\[ b\sigma=\frac{160}{27}\cdot\frac9{2\sqrt2}=\frac{80}{3\sqrt2}=\frac{40\sqrt2}3,\qquad \frac ba=-\sigma\,\frac{40\sqrt2}3\cdot\frac32=-\sigma\,20\sqrt2 . \]
The condition \(K_6=16\) reads \(16=\tfrac{512}{81}+d\,\sigma\tfrac{4\sqrt2}{27}+\tfrac{1232}{243}\). Over the denominator 243, \(3888-1536-1232=1120\), so
\[ d\sigma=\frac{1120}{243}\cdot\frac{27}{4\sqrt2}=\frac{280}{9\sqrt2}=\frac{140\sqrt2}9,\qquad \frac dc=\sigma\,\frac{140\sqrt2}{16}=\sigma\,\frac{35\sqrt2}4 . \]
By (5) these polynomial identities are the operator identity (2). In decimals, for \(\sigma=+1\): \(B_4^3/B_4^0=-28.2843\), \(B_6^3/B_6^0=12.3744\), \(B_6^6/B_6^0=9.625\). The program tests the polynomial identities exactly, tests a numerical expansion in the complete basis for all 48 choices of half-diagonal, cube axis and sign, and tests the operator identity with matrices built from \(\mathbf J'=R\mathbf J\).

## What the factors mean

All \(p_{kq}\) with \(q\ne0\) vanish on the polar axis, so \(B_k^0\) measures the rank-\(k\) field in the direction of \(z\). The factors \(-2/3\) and \(16/9\) are the ratios \(K_k([111])/K_k([001])\), and they do not depend on how the operators are normalised. The rank-4 field has opposite signs along cube axes and diagonals; the rank-6 field has the same sign along both and is larger along the diagonals.

Both terms of \(K_k\) feed the new \(B_k^0\). At \([111]\), \(p_{40}/8=-\tfrac7{18}\), and \(p_{44}=\mathrm{Re}(1+i)^4/9=-\tfrac49\) adds \(5(-\tfrac49)/8=-\tfrac5{18}\), for a total of \(-\tfrac23\). Likewise \(p_{60}/16=\tfrac29\), and \(p_{64}=\tfrac83(-\tfrac49)=-\tfrac{32}{27}\) adds \(-21(-\tfrac{32}{27})/16=\tfrac{14}9\), for a total of \(\tfrac{16}9\).

Point charges give a concrete case. For \(r<R\), \(1/|\mathbf r-R\mathbf n_j|=\sum_kr^kR^{-k-1}P_k(\mathbf n\cdot\mathbf n_j)\), so for equal charges at equal distance the rank-\(k\) part is proportional to \(r^k\sum_jP_k(\mathbf n\cdot\mathbf n_j)\). It is harmonic and cubic, hence a multiple of \(K_k\), and \(B_k^0\propto\sum_jP_k(\cos\theta_j)\). On going from the fourfold to the threefold axis the sums change as follows.

| cluster | \(\sum P_4\) | \(\sum P_6\) |
|---|---|---|
| octahedron | 3.5000 → −2.3333 | 0.7500 → 1.3333 |
| cube | −3.1111 → 2.0741 | 1.7778 → 3.1605 |
| tetrahedron | −1.5556 → 1.0370 | 0.8889 → 1.5802 |
| cuboctahedron | −1.7500 → 1.1667 | −2.4375 → −4.3333 |

The signs and sizes of \(B_4\) and \(B_6\) depend on the coordination; the ratios \(-2/3\) and \(16/9\) do not. The program tests the ratios in (1), and all coefficients of (2) for \(\sigma=+1\), on these four clusters.

## The azimuth of x′ and the two signs

Turn the axes by \(\phi\) about \(z'\): \(\hat x''=\cos\phi\,\hat x'+\sin\phi\,\hat y'\), \(\hat y''=-\sin\phi\,\hat x'+\cos\phi\,\hat y'\). A point at azimuth \(\varphi'\) has \(\varphi''=\varphi'-\phi\), so \(w'=e^{i\phi}w''\) and \(\mathrm{Re}\,w'^q=\cos q\phi\,\mathrm{Re}\,w''^q-\sin q\phi\,\mathrm{Im}\,w''^q\). The coefficients become
\[ B_k^{q}\to B_k^q\cos q\phi,\qquad B_k^{-q}=-B_k^q\sin q\phi, \tag{9} \]
with \(B_k^0\) unchanged. At \(\phi=60^\circ\) or \(180^\circ\) both \(q=3\) terms change sign and the \(q=6\) term does not: this is \(\sigma\to-\sigma\). At \(\phi=90^\circ\), \(x''\) lies along \(y'\), a \([110]\)-type direction (a twofold axis in \(O\) and \(O_h\)). Then \(\cos270^\circ=0\), \(-\sin270^\circ=+1\) and \(\cos540^\circ=-1\), so \(O_4^3,O_6^3\) are replaced by the sine operators \(O_4^{-3},O_6^{-3}\) with the same coefficients, and \(B_6^6/B_6^0=-77/8\). At a general angle all of \(q=\pm3,\pm6\) appear.

Reversing \(B_4^3\) and \(B_6^3\) together is the unitary transformation \(U=e^{i\pi J_z}\), for which \(UJ_\pm^qU^\dagger=(-1)^qJ_\pm^q\), so the spectrum cannot change. Reversing \(B_4^3\) alone gives the rank-4 field of one cube and the rank-6 field of a second cube turned by \(60^\circ\) about the shared diagonal. The sum keeps the trigonal symmetry common to both, and nothing then protects the quartet. If \(B_6=0\), as within a d shell where \(k\le4\), the same \(U\) shows that the sign of \(B_4^3\) does not affect the levels; it still fixes how the eigenstates are oriented in the crystal.

## Wybourne normalisation

With \(C_{kq}=(-1)^q\sqrt{(k-q)!/(k+q)!}\;P_k^{(q)}(z)\,w^q\) on the unit sphere (\(q\ge0\), \(P_k^{(q)}\) the \(q\)-th derivative of the Legendre polynomial) and \(C_{k,-q}=(-1)^qC_{kq}^*\), the derivatives are \(P_4^{(3)}=105z\), \(P_4^{(4)}=105\), \(P_6^{(3)}=\tfrac{315}2(11z^3-3z)\), \(P_6^{(4)}=\tfrac{945}2(11z^2-1)\), \(P_6^{(6)}=10395\). The squared prefactors are \(105^2/7!=35/16\), \(105^2/8!=35/128\), \((315/2)^2\,3!/9!=105/256\), \((945/2)^2\,2!/10!=63/512\) and \(10395^2/12!=231/1024\). Doubling their roots gives
\[ C_{4,-3}-C_{43}=\tfrac{\sqrt{35}}2p_{43},\quad C_{4,-4}+C_{44}=\tfrac{\sqrt{70}}8p_{44},\quad C_{6,-3}-C_{63}=\tfrac{\sqrt{105}}8p_{63}, \]
\[ C_{6,-4}+C_{64}=\tfrac{3\sqrt{14}}{16}p_{64},\quad C_{6,-6}+C_{66}=\tfrac{\sqrt{231}}{16}p_{66},\quad C_{40}=\tfrac18p_{40},\quad C_{60}=\tfrac1{16}p_{60}. \]
A Stevens ratio converts on division by \(8\) or \(16\) and by the prefactor of \(p_{kq}\). The fourfold ratios become \(5/\sqrt{70}=\sqrt{5/14}\) and \(-7/\sqrt{14}=-\sqrt{7/2}\). The threefold ratios, for the coefficients of the combinations written above, become
\[ -\sigma\frac{20\sqrt2\cdot2}{8\sqrt{35}}=-\sigma\sqrt{\tfrac{10}7},\qquad \sigma\frac{35\sqrt2}{8\sqrt{105}}=\sigma\frac{\sqrt{210}}{24},\qquad \frac{77}{8\sqrt{231}}=\frac{\sqrt{231}}{24}, \]
or \(-1.1952\), \(0.6038\), \(0.6333\) for \(\sigma=+1\). The \(C_{kq}\) of one \(k\) are orthogonal on the sphere with equal norm, so \(\sum_q|B_{kq}|^2\) is proportional to the mean square of the field and cannot depend on the axes. In units of the fourfold \(B_{k0}^2\), rank 4 gives \(1+2\cdot\tfrac5{14}=\tfrac{12}7\) and \(\tfrac49(1+\tfrac{20}7)=\tfrac{12}7\); rank 6 gives \(1+7=8\) and \(\tfrac{256}{81}\cdot\tfrac{576+420+462}{576}=8\). Leaving out \(B_6^3\) would remove the 420 and break this equality.

## Worked example: J = 7/2

The parameters are round model values, \(B_4=0.1\) meV and \(B_6=0.001\) meV, and the levels below are those of an isolated manifold, not of a particular ion. The total spread, 182 meV, is large enough that mixing with \(J=5/2\) would matter in a real f ion: for one f hole with the \(J=5/2\) level about 1.27 eV higher, the same field lowers the \(\Gamma_7\) doublet by about 11 meV, and for one f electron with a gap of about 0.27 eV it shifts that doublet by about 50 meV. With \(X=63/4\), the diagonal operators for \(|m|=\tfrac72,\tfrac52,\tfrac32,\tfrac12\) are \(O_4^0=60\,(7,-13,-3,9)\) and \(O_6^0=1260\,(1,-5,9,-5)\), which suggests \(b_4=60B_4=6.00\) meV and \(b_6=1260B_6=1.26\) meV. The elements \(\langle m+1|J_+|m\rangle=\sqrt{X-m(m+1)}\) for \(m=-\tfrac72,\dots,\tfrac52\) are \(\sqrt7,\sqrt{12},\sqrt{15},4,\sqrt{15},\sqrt{12},\sqrt7\).

**Fourfold axis.** The operators connect \(m\) to \(m\pm4\). For \(\{\tfrac72,-\tfrac12\}\), \(\tfrac12\langle J_+^4\rangle=\tfrac12\cdot4\sqrt{15\cdot12\cdot7}=12\sqrt{35}=70.993\), and at \(\nu=\tfrac32\), \(G_{64}=\tfrac{99}4+6-\tfrac{63}4=15\), so \(\langle O_6^4\rangle=180\sqrt{35}=1064.89\). The block has diagonal \(7b_4+b_6=43.26\), \(9b_4-5b_6=47.70\) and off-diagonal \(60\sqrt{35}B_4-3780\sqrt{35}B_6=\sqrt{35}(b_4-3b_6)=13.13\) meV. The mean of the diagonal is \(8b_4-2b_6\) and the half-difference is \(b_4-3b_6\), so the roots are \(8b_4-2b_6\pm\sqrt{1+35}\,(b_4-3b_6)\), that is \(14b_4-20b_6\) and \(2b_4+16b_6\).

For \(\{\tfrac52,-\tfrac32\}\), \(\tfrac12\langle J_+^4\rangle=\tfrac12\cdot4\cdot15\sqrt{12}=60\sqrt3=103.923\), and at \(\nu=\tfrac12\), \(G_{64}=-7\), so \(\langle O_6^4\rangle=-420\sqrt3=-727.46\). The diagonal is \(-13b_4-5b_6=-84.30\), \(-3b_4+9b_6=-6.66\), and the off-diagonal is \(\sqrt3(5b_4+7b_6)=67.24\) meV. The roots are \(-8b_4+2b_6\pm\sqrt{1+3}\,(5b_4+7b_6)\), that is \(2b_4+16b_6\) and \(-18b_4-12b_6\). The blocks with \(m\to-m\) repeat these. With the usual names,
\[ E(\Gamma_6)=14(6)-20(1.26)=58.80,\qquad E(\Gamma_7)=-18(6)-12(1.26)=-123.12, \]
\[ E(\Gamma_8)=2(6)+16(1.26)=32.16\ \text{meV}, \]
where \(\Gamma_8\) occurs once in each of the four blocks and is the quartet.

**Threefold axis, \(\sigma=+1\).** Equation (2) gives \(B_4^0=-0.066667\), \(B_4^3=1.885618\), \(B_6^0=0.0017778\), \(B_6^3=0.0219989\), \(B_6^6=0.0171111\) meV. The operators connect \(m\) to \(m\pm3,m\pm6\), so the blocks are \(\{\tfrac72,\tfrac12,-\tfrac52\}\), \(\{\tfrac52,-\tfrac12,-\tfrac72\}\) and \(\{\tfrac32,-\tfrac32\}\).

In the last block the only possible coupling is \(q=3\) at \(\nu=-\tfrac32+\tfrac32=0\). Both \(G_{43}\) and \(G_{63}\) are odd in \(\nu\), so the coupling vanishes for any values of \(B_4^3,B_6^3\), and \(|\pm\tfrac32\rangle\) are eigenstates with
\[ E=-\tfrac23(-3b_4)+\tfrac{16}9(9b_6)=2b_4+16b_6=32.16\ \text{meV}. \]
This reproduces \(E(\Gamma_8)\) from the two factors \(-2/3\) and \(16/9\) alone, and it explains why this level did not move when \(B_4^3\) was reversed.

For the first block, \(\langle\tfrac72|J_+^3|\tfrac12\rangle=\sqrt{1260}=6\sqrt{35}\) at \(\nu=2\), where \(G_{43}=2\) and \(G_{63}=88-32\cdot2=24\); and \(\langle\tfrac12|J_+^3|{-\tfrac52}\rangle=4\sqrt{180}=24\sqrt5\) at \(\nu=-1\), where \(G_{43}=-1\) and \(G_{63}=-11+32=21\). Equation (7) gives \(\langle O_4^3\rangle=6\sqrt{35}=35.4965\) and \(-12\sqrt5=-26.8328\), \(\langle O_6^3\rangle=72\sqrt{35}=425.958\) and \(252\sqrt5=563.489\), and \(\langle\tfrac72|O_6^6|{-\tfrac52}\rangle=\tfrac12\cdot6\sqrt{35}\cdot24\sqrt5=952.47\). The diagonal is \(-4\,(7,9,-13)+2.24\,(1,-5,-5)\) meV, from \(-\tfrac23b_4=-4\) and \(\tfrac{16}9b_6=2.24\). The off-diagonal elements are
\[ H_{7/2,1/2}=1.885618(35.4965)+0.0219989(425.958)=66.93+9.37=76.30, \]
\[ H_{1/2,-5/2}=1.885618(-26.8328)+0.0219989(563.489)=-50.60+12.40=-38.20, \]
\[ H_{7/2,-5/2}=0.0171111(952.47)=16.30, \]
so that, in meV,
\[ H=\begin{pmatrix}-25.76&76.30&16.30\\76.30&-47.20&-38.20\\16.30&-38.20&40.80\end{pmatrix}. \]
Its eigenvalues are \(-123.12\), \(32.16\) and \(58.80\) meV, and their sum equals the trace, \(-32.16\) meV. The second block follows from \(m\to-m\): the chain of \(J_+\) elements is symmetric and \(G_{kq}\) has parity \((-1)^q\) for even \(k\), so only the \(q=3\) elements change sign, and reversing the phase of the middle state restores the matrix. The quartet is made of \(|\pm\tfrac32\rangle\) and one state from each \(3\times3\) block. Relative to the \(\Gamma_7\) ground level, \(\Gamma_8\) lies at \(155.28\) meV (\(1252\) cm\(^{-1}\)) and \(\Gamma_6\) at \(181.92\) meV (\(1467\) cm\(^{-1}\)) in both frames.

Reversing \(B_4^3\) alone reverses the terms \(66.93\) and \(-50.60\) and leaves \(9.37\) and \(12.40\). The trace is untouched. The trace of \(H^2\) is also untouched, because the cross term is proportional to \(6\sqrt{35}\cdot72\sqrt{35}-12\sqrt5\cdot252\sqrt5=15120-15120=0\). The first two moments of the spectrum therefore cannot reveal this sign. The eigenvalues do: the block gives \(-117.68\), \(10.02\) and \(75.50\) meV, and the state that belonged to the quartet is no longer degenerate with \(|\pm\tfrac32\rangle\). The numerical check, contain these matrices and the tests mentioned above.

## Where the result needs changes

**Groups \(T\) and \(T_h\).** These lack the exchange \(x\leftrightarrow y\), and a second sixth-rank invariant exists, \(E=(x^2-y^2)(y^2-z^2)(z^2-x^2)\). It is unchanged by cyclic permutations and sign changes, and odd under any exchange. It is harmonic: \(\nabla^2E\) is a polynomial in \(x^2,y^2,z^2\) that is odd under every exchange, hence divisible by \(E\), and a polynomial of degree 4 divisible by one of degree 6 is zero. In the threefold frame, being odd under \(y'\to-y'\), it contains only \(q=-3\) and \(q=-6\), as the program tests. The cosine ratios of (2) survive, and (2) needs these two sine terms added, with one new free parameter. The character count for \(T\) is \(0,1,2\) for \(k=2,4,6\).

**Trigonal distortion.** A strain along the diagonal keeps the threefold axis and the exchange \(x\leftrightarrow y\), so the allowed operators are those of (2) together with \(O_2^0\). The values at \([111]\), \([1\bar10]\) and \([001]\) are no longer tied by (8), and the six coefficients \(B_2^0,B_4^0,B_4^3,B_6^0,B_6^3,B_6^6\) become independent. Equation (2) is their cubic limit.

**Mixing of manifolds.** The operators \(O_k^q(\mathbf J)\) act within one \(J\), which is adequate when the crystal field is small compared with the spacing of the multiplets. When it is not, the field must be written with one-electron tensors across the whole configuration. The polynomial identities concern only the angular form of the potential, so the factors \(-2/3\), \(16/9\) and the Wybourne ratios continue to hold for those tensors.

## Numbers as computed

```
invariants k=2,4,6: group O [0 1 1]  group T [0 1 2]
[111] : K4 = -16/3  K6 = 256/9  new coords [0, 0, 1]
   p40,p43,p60,p63,p66 = [8, 0, 16, 0, 0]
new y axis : K4 = -2  K6 = -26  new coords [0, 1, 0]
   p40,p43,p60,p63,p66 = [3, 0, -5, 0, -1]
[001] : K4 = 8  K6 = 16  new coords [sqrt(6)/3, 0, sqrt(3)/3]
   p40,p43,p60,p63,p66 = [-28/9, 2*sqrt(2)/9, 32/9, 4*sqrt(2)/27, 8/27]
frames tested (diagonal, axis, sign): 48
s=+1: B40/B4=-0.666667 B43/B4=18.856181 B43/B40=-28.284271
      B60/B6=1.777778 B63/B6=21.998878 B66/B6=17.111111 B63/B60=12.374369 B66/B60=9.625000
s=-1: B40/B4=-0.666667 B43/B4=-18.856181 B43/B40=28.284271
      B60/B6=1.777778 B63/B6=-21.998878 B66/B6=17.111111 B63/B60=-12.374369 B66/B60=9.625000
x twofold: B4,-3/B40=-28.284271 B6,-3/B60=12.374369 B66/B60=-9.625000
T/Th extra term in s=+1 frame, nonzero q: [-6, -3]
octahedron: sum P4 3.50000 -> -2.33333; sum P6 0.75000 -> 1.33333
cuboctahedron: sum P4 -1.75000 -> 1.16667; sum P6 -2.43750 -> -4.33333
cube: sum P4 -3.11111 -> 2.07407; sum P6 1.77778 -> 3.16049
tetrahedron: sum P4 -1.55556 -> 1.03704; sum P6 0.88889 -> 1.58025
Wybourne ratios s=+1 (43/40, 63/60, 66/60): [-1.195229  0.603807  0.633279]
invariant sum|Bkq|^2/|Bk0 fourfold|^2 (k=4,4,6,6): [1.714286 1.714286 8.       8.      ]
J=7/2: B4=0.1 meV B6=0.001 meV b4=6.000 meV b6=1.260 meV
O40/60 for m=7/2..1/2: [  7. -13.  -3.   9.]
O60/1260 for m=7/2..1/2: [ 1. -5.  9. -5.]
<7/2|O44|-1/2>=70.9930 <5/2|O44|-3/2>=103.9230
<7/2|O64|-1/2>=1064.8944 <5/2|O64|-3/2>=-727.4613
fourfold block {7/2,-1/2}: diag 43.2600 47.7000 off 13.1337 meV
fourfold block {5/2,-3/2}: diag -84.3000 -6.6600 off 67.2382 meV
threefold s=+1: B40=-0.066667 B43=1.885618 meV
   B60=0.0017778 B63=0.0219989 B66=0.0171111 meV
<7/2|O43|1/2>=35.4965 <1/2|O43|-5/2>=-26.8328
<7/2|O63|1/2>=425.9577 <1/2|O63|-5/2>=563.4891 <7/2|O66|-5/2>=952.4705
threefold block row 7/2: [-25.76    76.3034  16.2978] meV
threefold block row 1/2: [ 76.3034 -47.2    -38.2003] meV
threefold block row -5/2: [ 16.2978 -38.2003  40.8   ] meV
<3/2|H|3/2> threefold = 32.1600 meV
block eigenvalues: [-123.12   32.16   58.8 ] meV
levels fourfold : [-123.12   32.16   32.16   58.8 ] meV (each twice)
levels threefold: [-123.12   32.16   32.16   58.8 ] meV (each twice)
B43 flipped alone: [-117.682    10.0182   32.16     75.5038] meV (each twice)
1 meV = 8.06554 cm^-1
Gamma7: -123.1200 meV; above ground 0.0000 meV = 0.0 cm^-1
Gamma8: 32.1600 meV; above ground 155.2800 meV = 1252.4 cm^-1
Gamma6: 58.8000 meV; above ground 181.9200 meV = 1467.3 cm^-1
```
